In a simple model of bulk In$_{0.53}$Ga$_{0.47}$As at 300 K, an alloy scattering potential of 0.5 eV gives an alloy-limited electron mobility of $2.2\times10^5$ cm$^2$/Vs. Raising the potential by 20% lowers this mobility by 31%, while lowering the potential by 20% raises it by 56%. Yet once polar optical phonons are included, the same two changes move the mobility by only about 3%. The size of the mobility, the lopsided error and its near disappearance all need explaining.

## What the potential means

The cations, In and Ga, occupy an fcc lattice at random. A fraction $x=0.47$ of the sites holds Ga. Replacing In by Ga changes the potential energy of a conduction electron by $U$ over some volume around the site. A value of $U$ fixes no mobility until that volume is named. Here it is the primitive cell,

$$W=\frac{a^3}{4}=\frac{(0.587\ \mathrm{nm})^3}{4}=0.0506\ \mathrm{nm}^3 .$$

$U$ is an effective parameter for slowly varying electron waves, not the bare difference between two atomic potentials. The effective mass is $m=0.042\,m_0$, with $m_0$ the free-electron mass. The band is first taken as parabolic and isotropic, and the electrons as nondegenerate. The material parameters are rough typical values.

## Back-of-envelope estimate

The average crystal does not scatter. A Ga site deviates from the average potential by $\delta=(1-x)U$, and an In site by $\delta=-xU$. The root-mean-square deviation is

$$\delta_{\rm rms}=U\sqrt{x(1-x)}=0.5\sqrt{0.2491}=0.25\ \mathrm{eV}.$$

For a slow electron near one such site, the Schrödinger equation is approximately $\nabla^2\psi=(2m/\hbar^2)\,\delta(\mathbf r)\,\psi$. If the site is weak, $\psi\approx1$ on the right-hand side. The equation then has the form of Poisson's equation, and outside the site

$$\psi\approx1-\frac{b}{r},\qquad b=\frac{2m}{\hbar^2}\frac{W\delta}{4\pi}.$$

The scattered wave $-b/r$ has the cross-section $\sigma=4\pi b^2$. At energy $kT=0.02585$ eV the wave number is $k_T=0.1688$ nm$^{-1}$, so $\hbar^2/2m=kT/k_T^2=0.907$ eV nm$^2$. Hence

$$b=\frac{0.0506\times0.25}{4\pi\times0.907}\approx1.1\times10^{-3}\ \mathrm{nm},\qquad \sigma\approx1.5\times10^{-5}\ \mathrm{nm}^2 .$$

There is one site per volume $W$, so the mean free path is $W/\sigma\approx3300$ nm. The speed at energy $kT$ is $\sqrt{2kT/m}\approx4.7\times10^{5}$ m/s. The time between collisions is therefore about 7 ps, and

$$\mu\sim\frac{e\tau}{m}\approx3\times10^5\ \mathrm{cm^2/Vs}.$$

Scattering is weak because the deviation of 0.25 eV is far below the energy, more than 10 eV in the parabolic model, needed to confine so light an electron to one cell. The wave is therefore hardly changed inside the site, and $b$ is much smaller than the site itself. Since $b\propto U$, the cross-section varies as $U^2$ and the mobility as $U^{-2}$. The estimate assumes that sites scatter independently and assigns one energy to all electrons. The derivation must justify the first assumption and replace the second.

## The scattering rate

Let the crystal have volume $\Omega$ and $N=\Omega/W$ cation sites at positions $\mathbf R_j$. Between plane waves $\mathbf k$ and $\mathbf k'$, with $\mathbf q=\mathbf k-\mathbf k'$, the disorder has the matrix element

$$M=\frac{W}{\Omega}F(q)\sum_j\delta_j e^{i\mathbf q\cdot\mathbf R_j}.$$

$F(q)$ is the average of $e^{i\mathbf q\cdot\mathbf r}$ over the disturbed volume. Replace the cell by a sphere of equal volume, with radius $R=0.2294$ nm. Expanding the exponential gives $F=1-q^2\langle r^2\rangle/6$, and $\langle r^2\rangle=3R^2/5$, so

$$F\approx1-\frac{(qR)^2}{10}.$$

At energy $kT$, $k_TR=0.039$ and $q\le2k_T$. The departure from one is below 0.1%, so $F=1$ is used.

Now average over occupations. The mean deviation vanishes: $x(1-x)U-(1-x)xU=0$. The variance is

$$\langle\delta^2\rangle=x(1-x)^2U^2+(1-x)x^2U^2=x(1-x)U^2 .$$

If occupations are independent, $\langle\delta_i\delta_j\rangle=\langle\delta_i\rangle\langle\delta_j\rangle=0$ for $i\ne j$. The phases then drop out and

$$\langle|M|^2\rangle=\frac{W^2}{\Omega^2}N\,x(1-x)U^2=\frac{W}{\Omega}x(1-x)U^2 .$$

This is where independent scattering comes from. Clustering or ordering of the cations would restore the cross terms.

The golden rule for momentum relaxation is

$$\frac1\tau=\frac{2\pi}{\hbar}\sum_{\mathbf k'}\langle|M|^2\rangle(1-\cos\theta)\,\delta(E'-E).$$

Since $\langle|M|^2\rangle$ does not depend on the angle $\theta$, the cosine averages to zero. Spin is conserved, so the sum over final states gives $\Omega g(E)$, where $g$ is the density of states for one spin. With $k=\sqrt{2mE}/\hbar$ and $dk/dE=m/(\hbar^2k)$,

$$g(E)=\frac{4\pi k^2}{(2\pi)^3}\frac{dk}{dE}=\frac{mk}{2\pi^2\hbar^2}=\frac{(2m)^{3/2}\sqrt E}{4\pi^2\hbar^3}.$$

Therefore

$$\frac1{\tau(E)}=\frac{2\pi}{\hbar}\,x(1-x)U^2W\,g(E).$$

At $E=kT$, $g=0.004714$ eV$^{-1}$nm$^{-3}$ and

$$\frac1{\tau_0}=\frac{2\pi}{\hbar}(0.2491)(0.5\ \mathrm{eV})^2(0.05057\ \mathrm{nm^3})\,g(kT)=1.417\times10^{11}\ \mathrm{s^{-1}},$$

so $\tau_0=7.06$ ps, in agreement with the envelope estimate.

## From rate to mobility

Apply a field $\mathcal E$ along $x$. The force on an electron is $-e\mathcal E$. Because scattering is elastic and isotropic, in-scattering contributes nothing to the odd part $\delta f$ of the distribution, which decays at the rate $1/\tau$. In steady state, to first order in the field,

$$-\frac{e\mathcal E}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{\delta f}{\tau}
\quad\Rightarrow\quad
\delta f=e\mathcal E\,\tau v_x\frac{\partial f_0}{\partial E},$$

since $\partial f_0/\partial k_x=\hbar v_x\,\partial f_0/\partial E$. The energy derivative is negative, so electrons drift against the field. The mobility is the magnitude of the mean velocity divided by $\mathcal E$:

$$\mu=e\,\frac{\int g\,\tau\,(v^2/3)(-\partial f_0/\partial E)\,dE}{\int g f_0\,dE}.$$

For a parabolic band $v^2=2E/m$, and for nondegenerate electrons $-\partial f_0/\partial E=f_0/kT$ with $f_0\propto e^{-E/kT}$. With $y=E/kT$ the denominator contains $\int_0^\infty\sqrt y\,e^{-y}dy=\sqrt\pi/2$, so

$$\mu=\frac em\langle\tau\rangle,\qquad
\langle\tau\rangle=\frac{4}{3\sqrt\pi}\int_0^\infty y^{3/2}e^{-y}\tau\,dy .$$

The rate grows as $\sqrt E$, so $\tau=\tau_0y^{-1/2}$. The remaining integral is $\int_0^\infty ye^{-y}dy=1$, and

$$\langle\tau\rangle=\frac{4\tau_0}{3\sqrt\pi}=0.752\,\tau_0=5.31\ \mathrm{ps}.$$

To obtain the closed form, insert $g(kT)$ into $\tau_0$:

$$\tau_0=\frac{2\pi\hbar^4}{x(1-x)U^2W(2m)^{3/2}\sqrt{kT}}.$$

The numerical factor in $\mu$ is $\frac{4}{3\sqrt\pi}\cdot\frac{2\pi}{2\sqrt2}=\frac{2\sqrt{2\pi}}3$, which gives

$$\boxed{\mu=\frac{2\sqrt{2\pi}}3\,\frac{e\hbar^4}{x(1-x)U^2W\,m^{5/2}\sqrt{kT}}}$$

For the example, $\mu=22.2$ m$^2$/Vs $=2.22\times10^5$ cm$^2$/Vs. The envelope value was higher because it omitted the factor 0.752.

At fixed $m$, $U$ and $W$, the mobility diverges as $x\to0$ or $x\to1$, where the disorder vanishes, and is smallest at $x=1/2$. The chosen alloy is close to that minimum. The strong mass dependence means that a mass 5% higher lowers $\mu$ by 11%.

## The error in the potential

Write $U=U_0(1+\epsilon)$. With all other parameters fixed,

$$\frac{\mu}{\mu_0}=(1+\epsilon)^{-2}=1-2\epsilon+3\epsilon^2-\dots$$

The linear term gives $\mp40\%$ for $\epsilon=\pm0.2$. The quadratic term is positive for either sign, which makes the interval asymmetric. The full results are

- $U=0.4$ eV: $\mu=3.47\times10^5$ cm$^2$/Vs, a change of $+56\%$;
- $U=0.6$ eV: $\mu=1.54\times10^5$ cm$^2$/Vs, a change of $-31\%$.

The end points differ by a factor $(0.6/0.4)^2=2.25$. For positive $U$ the mobility falls monotonically with $U$. If 0.4 to 0.6 eV contains a certain probability, the corresponding mobility interval contains the same probability.

The choice of volume matters too. Suppose the same 0.5 eV acts instead on a sphere whose radius is the bond length, $\sqrt3a/4=0.254$ nm. Its volume is $\pi\sqrt3a^3/16$, larger than $W$ by the factor $\pi\sqrt3/4=1.36$. The matrix element is proportional to potential times volume, so the rate rises by

$$\left(\frac{\pi\sqrt3}{4}\right)^2=\frac{3\pi^2}{16}=1.85,$$

and the mobility falls by 46%, to $1.2\times10^5$ cm$^2$/Vs. A potential must therefore be used with the volume for which it was determined.

## Is the golden rule good enough?

A 0.25 eV deviation is ten times $kT$, so weak scattering is not obvious. The relevant comparison is with the energy needed to confine the electron within $R$. For a spherical step of height $\delta$, define

$$s=\frac{\delta R^2}{\hbar^2/2m}.$$

At zero energy, $r\psi$ is proportional to $\sinh(\kappa r)$ inside, with $\kappa^2R^2=s$, and to $r-b$ outside. Matching value and slope at $R$ gives

$$b=R\left(1-\frac{\tanh\sqrt s}{\sqrt s}\right)=\frac{Rs}3\left(1-\frac{2s}5+\dots\right).$$

The first term is the golden-rule result. The cross-section is corrected by the factor $1-4s/5$. If Ga is the higher site, $s=0.0154$ for Ga and $-0.0136$ for In, so the corrections are about $-1.2\%$ and $+1.1\%$. Their weighted sum involves

$$\langle\delta^3\rangle=x(1-x)\left[(1-x)^2-x^2\right]U^3=x(1-x)(1-2x)U^3,$$

which is small near $x=1/2$. The net correction to the rate is

$$-\frac45(1-2x)\frac{UR^2}{\hbar^2/2m}\approx-0.14\%.$$

The finite size of the site also matters slightly. Since $F^2\approx1-(qR)^2/5$ and $q^2=2k^2(1-\cos\theta)$, the momentum-weighted rate changes by

$$-\frac{2(kR)^2}{5}\cdot\frac12\int_{-1}^{1}(1-c)^2dc=-\frac{8}{15}(kR)^2\approx-0.08\%$$

at $E=kT$. Together these corrections predict $-0.22\%$. A partial-wave calculation with phase shifts for both kinds of site gives $1.414\times10^{11}$ s$^{-1}$ instead of $1.417\times10^{11}$ s$^{-1}$, a change of $-0.2\%$. Its mobility is $2.230\times10^5$ cm$^2$/Vs, 0.3% above the formula. Between 0.4 and 0.6 eV it gives a logarithmic slope of $-1.999$, close to the predicted $-2$. This checks single-site scattering by a spherical step in a parabolic band; correlations between sites remain excluded. The size of the correction in $s$ depends on that model, because it comes from wave numbers near $1/R$, where the parabolic energy of 17 eV is far beyond the range of the effective mass. An fcc tight-binding band with the same mass gives a net $-0.26\%$ instead of $-0.14\%$, and the nonparabolic conduction band introduced below, taken alone, gives up to about $-0.9\%$. In each of these models the correction is small compared with the effect of a 20% error in $U$.

## Many electrons and a nonparabolic band

For general Fermi statistics, $g\tau$ is independent of energy. The numerator of $\mu$ contains

$$\int_0^\infty E\left(-\frac{\partial f_0}{\partial E}\right)dE=\int_0^\infty f_0\,dE=kT\ln(1+e^\eta),$$

where $\eta$ is the Fermi level above the band edge divided by $kT$. Relative to the nondegenerate result,

$$\frac{\mu}{\mu_{\rm nd}}=\frac{\ln(1+e^\eta)}{\mathcal F(\eta)},\qquad
\mathcal F(\eta)=\frac2{\sqrt\pi}\int_0^\infty\frac{\sqrt y\,dy}{1+e^{y-\eta}} .$$

Both functions approach $e^\eta$ at low density, so the ratio approaches one. For large $\eta$ it approaches $(3\sqrt\pi/4)\eta^{-1/2}$, which makes $\mu=e\tau(E_F)/m$: electrons at the Fermi energy $E_F$ carry the current. At $10^{16}$ cm$^{-3}$ the reduction is only 0.7%. At $10^{18}$ cm$^{-3}$, $\eta=3.08$ and it is 33%.

The band also flattens with energy. Describe this by $E(1+\alpha E)=\hbar^2k^2/2m$, with the Kane-type estimate $\alpha=(1-m/m_0)^2/E_g=1.24$ eV$^{-1}$ for a gap $E_g=0.74$ eV. To first order in $\alpha$,

$$v^2\approx\frac{2E}{m}(1-3\alpha E),\qquad g\propto\sqrt E\left(1+\tfrac52\alpha E\right).$$

The rate is still proportional to $g$ if the Bloch-function overlap is one, so $g\tau$ again cancels. In the numerator, the weight $ye^{-y}$ has mean $y=2$, giving $-6\alpha kT$. In the denominator, the weight $\sqrt y\,e^{-y}$ has mean $y=3/2$, giving $+\frac{15}4\alpha kT$. Hence

$$\frac{\Delta\mu}{\mu}\approx-\left(6+\frac{15}4\right)\alpha kT=-\frac{39}4\alpha kT\approx-31\%.$$

The full integral gives $-25\%$, so higher orders matter. If the disorder acts only on the $s$-like part of the electron state, scattering is weaker at high energy and the reduction is 16%. With unit overlap and $10^{18}$ cm$^{-3}$ together, the mobility is $9.6\times10^4$ cm$^2$/Vs, 57% below the simple result.

## Why the total mobility barely notices

Polar optical phonons scatter much more strongly. Their squared matrix element is $C/(\Omega q^2)$ times $n$ for absorption or $n+1$ for emission, where $n$ is the phonon occupation and

$$C=\frac{e^2\hbar\omega}{2\varepsilon_0}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right).$$

The example uses $\hbar\omega=34$ meV, $\varepsilon_s=13.9$ and $\varepsilon_\infty=11.6$, hence $n=0.367$. Approximate the electron distribution by a slightly shifted Maxwellian, $f_0(1+\hbar u k_x/kT)$, where $u$ is the drift velocity. Dividing its momentum loss by its momentum gives

$$\frac1{\tau_d}=\frac{\sum f_0(\mathbf k)\,P_{\mathbf k\to\mathbf k'}\,\mathbf k\cdot(\mathbf k-\mathbf k')}{\sum f_0(\mathbf k)\,k^2},$$

with $P$ the transition rate. By detailed balance, each absorption $\mathbf k\to\mathbf k'$ has the same equilibrium flow as the reverse emission. Their combined factor is $\mathbf k\cdot(\mathbf k-\mathbf k')+\mathbf k'\cdot(\mathbf k'-\mathbf k)=q^2$, which cancels $1/q^2$. Writing $g=A\sqrt E$ and $z=\hbar\omega/kT$,

$$\frac1{\tau_d}=\frac{2\pi}{\hbar}\,CnA\,\frac{\hbar^2}{2m}\,\frac{J}{\sqrt{kT}\,(3\sqrt\pi/4)},\qquad
J=\int_0^\infty\!\sqrt{y(y+z)}\,e^{-y}dy .$$

The denominator comes from $\int_0^\infty y^{3/2}e^{-y}dy=3\sqrt\pi/4$. The result is $2.79\times10^{12}$ s$^{-1}$, or a phonon-limited mobility of $1.50\times10^4$ cm$^2$/Vs in this approximation.

In the same approximation the alloy loss rate is $\tau_0^{-1}\int_0^\infty y^2e^{-y}dy/(3\sqrt\pi/4)=8/(3\sqrt\pi\,\tau_0)=2.13\times10^{11}$ s$^{-1}$. It supplies only 7% of the total loss. Adding the rates gives $1.40\times10^4$ cm$^2$/Vs. A 20% increase in $U$ multiplies the alloy part by 1.44, so the total loss rises by about $0.44\times7\%\approx3\%$. The calculated mobility changes are $-3.0\%$ for the higher potential and $+2.6\%$ for the lower one.

The shifted Maxwellian underestimates the mobility, because the true distribution is not a rigid shift. Solving the linearized Boltzmann equation for the same parabolic model gives $1.83\times10^4$ cm$^2$/Vs for phonons alone and $1.68\times10^4$ cm$^2$/Vs with alloy scattering. The changes become $-3.4\%$ and $+3.0\%$, so the weak dependence on $U$ remains. It holds only while alloy scattering is a small share of the loss, as it is for $U=0.5$ eV on the volume $W$ at 300 K. In the same model of phonons plus alloy, a $\pm20\%$ change moves the mobility by about $-6\%$ and $+5\%$ with the bond-length sphere, by about $\mp10\%$ for $U=1.0$ eV or at 150 K, and by $-25\%$ and $+37\%$ at 77 K, where the phonons are largely frozen out.

## Comparison with the real alloy

Good bulk material has a room-temperature electron mobility of roughly $10^4$ cm$^2$/Vs, the same order as the combined result. That agreement does not determine $U$, because at room temperature and for $U$ near 0.5 eV phonons dominate. The combined model also leaves out impurities, screening, higher valleys and nonparabolicity. At high density the nondegenerate limit fails: for bulk electrons at $10^{18}$ cm$^{-3}$, degeneracy and nonparabolicity with unit overlap lower the alloy limit by the 57% found above. Thin channels add confinement and interface scattering, which need a separate calculation. The numerical output lists the main computed values, but not those from the linearized Boltzmann equation.

## Calculated quantities

```
Ga fraction x: 0.47
x(1-x): 0.2491
lattice constant: 0.587 nm
effective mass: 0.042 m0
temperature: 300 K
kT: 0.02585 eV
cell volume W: 0.05057 nm^3
density of states per spin at kT: 0.004714 1/(eV nm^3)
wave number at kT: 0.1688 1/nm
radius of sphere with cell volume: 0.2294 nm
k times radius at kT: 0.03873
golden-rule rate at kT: 1.417e+11 1/s
partial-wave rate at kT: 1.414e+11 1/s
tau at kT: 7.057 ps
transport average of tau: 5.309 ps
U = 0.4 eV: alloy mobility 3.474e+05, partial waves 3.483e+05 cm^2/Vs
U = 0.5 eV: alloy mobility 2.223e+05, partial waves 2.23e+05 cm^2/Vs
U = 0.6 eV: alloy mobility 1.544e+05, partial waves 1.549e+05 cm^2/Vs
alloy mobility at central U, SI: 22.23 m^2/Vs
change for U 20% low: 56.25 %
change for U 20% high: -30.56 %
ratio of the two end points: 2.25
partial-wave slope d ln mu / d ln U: -1.9988
bond-sphere radius: 0.2542 nm
bond-sphere rate factor 3 pi^2/16: 1.851
bond-sphere mobility (partial waves): 1.206e+05 cm^2/Vs
bond-sphere change: -45.77 %
change for mass 5% high: -11.48 %
band gap: 0.74 eV
nonparabolicity alpha: 1.24 1/eV
nonparabolic mobility, unit overlap: 1.673e+05 cm^2/Vs
change, unit overlap: -24.75 %
nonparabolic mobility, s part only: 1.863e+05 cm^2/Vs
change, s part only: -16.21 %
n = 1e+16 cm^-3: eta -3.056, alloy mobility 2.208e+05 cm^2/Vs, change -0.67 %
n = 1e+18 cm^-3: eta 3.076, alloy mobility 1.499e+05 cm^2/Vs, change -32.6 %
n = 1e18 cm^-3, nonparabolic, unit overlap: 9.602e+04 cm^2/Vs
phonon energy: 34 meV
static dielectric constant: 13.9
high-frequency dielectric constant: 11.6
phonon occupation: 0.3669
polar momentum-loss rate: 2.786e+12 1/s
alloy momentum-loss rate: 2.132e+11 1/s
polar-phonon mobility (drifted Maxwellian): 1.503e+04 cm^2/Vs
U = 0.4 eV: polar plus alloy mobility 1.433e+04 cm^2/Vs
U = 0.5 eV: polar plus alloy mobility 1.396e+04 cm^2/Vs
U = 0.6 eV: polar plus alloy mobility 1.354e+04 cm^2/Vs
total change due to alloy: -7.107 %
total change for U 20% low: 2.626 %
total change for U 20% high: -3.032 %
```
